**Acid front in immobile quencher: the law and its limits**

Acid held at surface concentration A invades quencher of density B behind a front at s = 2λ√(Dt), where √π λ exp(λ²) erf(λ) = A/B, D is the acid diffusivity and t the time. The program marches the conserved excess of acid over quencher on a grid, without using λ, and asserts that front depth, acid profile, uptake and neutralized fraction follow the law for A/B = 0.2, 1 and 5. It also asserts the small and large A/B limits, the constant edge concentration next to a wide acid reservoir, the law for a mobile quencher, and the width of the reaction zone at finite rate. The output shows grid and formula values of λ that agree to four decimals in all three cases. For rough KrF resist values (A = B = 0.02 nm⁻³, D = 10 nm²/s, 60 s) the front reaches 30.4 nm. A finite neutralization rate spreads the quencher edge over about 6.7 nm but shifts its midpoint by only about 0.5 nm. Doubling D would carry the front to 43.0 nm in the same time.

## Check in Python

```python
"""Acid invading immobile quencher: test of the sharp-front law.

Result under test: acid held at surface concentration A enters a half-space
with quencher density B. For instantaneous 1:1 neutralization the front is at
    s = 2 lam sqrt(D t),  sqrt(pi) lam exp(lam^2) erf(lam) = A/B.
D: acid diffusivity, t: time, lam: dimensionless front coefficient.
The numerical side marches the conserved excess u = acid - quencher on a grid
and uses neither lam nor the similarity form. Grid tests use cell width 1,
D = 1 and B = 1. The example uses nm, s and molecules per nm^3.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfcx

FOURIER = 0.3   # D * time step / cell width^2, below the stability limit


def front_coefficient(ratio):
    """Root lam of the sharp-front law for ratio = A/B."""
    return brentq(lambda z: np.sqrt(np.pi) * z * np.exp(z * z) * erf(z)
                  - ratio, 1e-9, 6.0, xtol=1e-14)


def mobile_coefficient(ratio, r):
    """Front coefficient when the quencher diffuses with r * D."""
    return brentq(lambda z: ratio * np.exp(-z * z) / erf(z)
                  - np.sqrt(r) / erfcx(z / np.sqrt(r)), 1e-6, 5.0)


def march(excess, steps, edge_acid=None, r=0.0):
    """Instantaneous neutralization; left wall closed if edge_acid is None."""
    u = excess.copy()
    flux = np.zeros(u.size + 1)
    for _ in range(steps):
        potential = np.maximum(u, r * u)
        flux[1:-1] = potential[:-1] - potential[1:]
        if edge_acid is not None:
            flux[0] = 2.0 * (edge_acid - potential[0])
        u += FOURIER * (flux[:-1] - flux[1:])
    return u


def consumed_depth(u, density):
    """Depth, in cells, of quencher consumed so far."""
    return np.sum(density - np.maximum(-u, 0.0)) / density


def march_finite_rate(edge_acid, density, rate_step, cells, steps):
    """Acid and quencher with rate k; rate_step = k * time step."""
    acid = np.zeros(cells)
    quencher = np.full(cells, float(density))
    flux = np.zeros(cells + 1)
    for _ in range(steps):
        flux[1:-1] = acid[:-1] - acid[1:]
        flux[0] = 2.0 * (edge_acid - acid[0])
        reacted = rate_step * acid * quencher
        acid += FOURIER * (flux[:-1] - flux[1:]) - reacted
        quencher -= reacted
    return acid, quencher


def level_position(quencher, density, level):
    """Position, in cells, where quencher/density reaches level."""
    centres = np.arange(quencher.size) + 0.5
    return np.interp(level, quencher / density, centres)


print("GRID TESTS (cell width 1, D = 1, B = 1)")
for ratio, duration in ((0.2, 40000), (1.0, 12000), (5.0, 4000)):
    lam = front_coefficient(ratio)
    quarter = int(round(duration / 4 / FOURIER))
    u = march(-np.ones(220), quarter, edge_acid=ratio)
    early_depth = consumed_depth(u, 1.0)
    early_law = 2 * lam * np.sqrt(quarter * FOURIER)
    u = march(u, 3 * quarter, edge_acid=ratio)
    time = 4 * quarter * FOURIER
    depth = consumed_depth(u, 1.0)
    law = 2 * lam * np.sqrt(time)
    # A front on a grid is located to within one cell.
    assert abs(early_depth - early_law) < 1.0
    assert abs(depth - law) < 1.0
    acid = np.maximum(u, 0.0)
    x = np.arange(u.size) + 0.5
    profile = ratio * np.maximum(1 - erf(x / (2 * np.sqrt(time)))
                                 / erf(lam), 0.0)
    assert np.max(np.abs(acid - profile)) < 0.01 * ratio
    fraction = depth / (depth + acid.sum())
    assert abs(fraction - np.exp(-lam**2)) < 0.01
    uptake_law = 2 * ratio * np.sqrt(time / np.pi) / erf(lam)
    assert abs((depth + acid.sum()) / uptake_law - 1) < 0.015
    print(f"A/B={ratio:.1f}: lambda law {lam:.4f}, "
          f"grid {depth / (2 * np.sqrt(time)):.4f}; "
          f"neutralized law {np.exp(-lam**2):.3f}, grid {fraction:.3f}")

# Limits of the front coefficient, against the numerical root
small, large = 0.1, 1e6
small_square = front_coefficient(small)**2
small_limit = small / 2 * (1 - small / 3)
assert abs(small_limit / small_square - 1) < 0.003
log_term = np.log(large / np.sqrt(np.pi))
large_square = front_coefficient(large)**2
large_limit = log_term - 0.5 * np.log(log_term)
assert abs(large_limit / large_square - 1) < 0.01
print(f"A/B=0.1: lambda^2 root {small_square:.5f}, limit {small_limit:.5f}")
print(f"A/B=1e6: lambda^2 root {large_square:.3f}, limit {large_limit:.3f}")

# Wide exposed region as reservoir: does the edge stay at constant A?
lam_one = front_coefficient(1.0)
reservoir = (1 + erf(lam_one)) / erf(lam_one)
left = 450
u = np.concatenate((np.full(left, reservoir), -np.ones(220)))
edge_values = []
for steps in (10000, 30000):
    u = march(u, steps)
    edge_values.append(0.5 * (u[left - 1] + u[left]))
depth = consumed_depth(u[left:], 1.0)
assert max(abs(value - 1.0) for value in edge_values) < 0.01
assert abs(depth - 2 * lam_one * np.sqrt(40000 * FOURIER)) < 1.0
print(f"Reservoir A0/B={reservoir:.4f}: edge acid/B at t and 4t "
      f"{edge_values[0]:.4f}, {edge_values[1]:.4f}")

# Mobile quencher: the potential is smooth at the front, so interpolate it
mobility = 0.1
lam_mobile = mobile_coefficient(1.0, mobility)
u = march(-np.ones(450), 40000, edge_acid=1.0, r=mobility)
potential = np.maximum(u, mobility * u)
last = np.flatnonzero(u > 0)[-1]
front = last + 0.5 + potential[last] / (potential[last] - potential[last + 1])
lam_grid = front / (2 * np.sqrt(40000 * FOURIER))
assert abs(lam_grid / lam_mobile - 1) < 0.01
assert abs(mobile_coefficient(1.0, 1e-5) / lam_one - 1) < 1e-4
print(f"Mobile quencher r=0.1, A/B=1: lambda law {lam_mobile:.4f}, "
      f"grid {lam_grid:.4f}")

# Width of the reaction zone in units of delta = sqrt(D/(k B))
width_number = quad(lambda p: 1 / np.sqrt(2 * (p - 1 + np.exp(-p))),
                    -np.log(0.9), -np.log(0.1))[0]
delta_cells = 4.0
_, quencher = march_finite_rate(0.2, 1.0, FOURIER / delta_cells**2,
                                200, 67000)
width_grid = (level_position(quencher, 1.0, 0.9)
              - level_position(quencher, 1.0, 0.1)) / delta_cells
# The law drops terms of order (front speed * delta / D), about one percent.
assert abs(width_grid / width_number - 1) < 0.04
print(f"10-90% quencher width/delta: law {width_number:.3f}, "
      f"grid {width_grid:.3f}")

print("EXAMPLE: KrF resist bake, rough typical values")
A, B = 0.02, 0.02             # nm^-3
D, bake = 10.0, 60.0          # nm^2/s, s
bake_celsius = 110.0
lam = front_coefficient(A / B)
root = np.sqrt(D * bake)
s = 2 * lam * root
print(f"A = {A} nm^-3, B = {B} nm^-3, D = {D} nm^2/s")
print(f"bake {bake:.0f} s at {bake_celsius:.0f} C")
print(f"sqrt(D t) = {root:.2f} nm")
print(f"lambda = {lam:.4f}, erf(lambda) = {erf(lam):.4f}")
print(f"front depth s = {s:.2f} nm")
print(f"front depth at 15 s = {2 * lam * np.sqrt(D * 15):.2f} nm")
print(f"front speed at end = {s / (2 * bake):.3f} nm/s")
print(f"small-A/B estimate sqrt(2ADt/B) = {np.sqrt(2*A*D*bake/B):.2f} nm")
for position in (10.0, 20.0):
    value = A * (1 - erf(position / (2 * root)) / erf(lam))
    print(f"acid at {position:.0f} nm = {value:.5f} nm^-3")
uptake = 2 * A * root / (np.sqrt(np.pi) * erf(lam))
print(f"acid uptake = {uptake:.3f} nm^-2, neutralized {B*s:.3f} nm^-2")
print(f"neutralized fraction = {np.exp(-lam**2):.3f}")
A0 = A * (1 + erf(lam)) / erf(lam)
print(f"net acid A0 in wide exposed region = {A0:.4f} nm^-3")

print("NEGLECTED EFFECTS")
capture = 1.0                  # nm
k = 4 * np.pi * D * capture
delta = np.sqrt(D / (k * B))
cell = 0.5                     # nm
time_step = FOURIER * cell**2 / D
steps = int(round(bake / time_step))
_, quencher = march_finite_rate(A, B, k * time_step, 240, steps)
half = cell * level_position(quencher, B, 0.5)
width = cell * (level_position(quencher, B, 0.9)
                - level_position(quencher, B, 0.1))
print(f"capture radius {capture} nm: k = {k:.1f} nm^3/s")
print(f"delta = {delta:.2f} nm, k A t = {k * A * bake:.0f}")
print(f"finite rate: half-quencher depth = {half:.2f} nm")
print(f"finite rate: consumed-quencher depth = "
      f"{cell * np.sum(1 - quencher / B):.2f} nm")
print(f"10-90% width: full model {width:.2f} nm, "
      f"slow-front law {width_number * delta:.2f} nm")
print(f"quencher mobility r=0.1: front = "
      f"{2 * mobile_coefficient(A / B, 0.1) * root:.2f} nm")
for line_width in (250.0, 50.0):
    left = int(round(line_width / 2 / cell))
    u = march(np.concatenate((np.full(left, A0), np.full(240, -B))), steps)
    finite_depth = cell * consumed_depth(u[left:], B)
    if line_width == 250.0:
        assert abs(finite_depth - s) < cell
    print(f"isolated exposed line {line_width:.0f} nm wide: "
          f"front = {finite_depth:.2f} nm")
activation = 1.0               # eV
kelvin = constants.convert_temperature(bake_celsius, "Celsius", "Kelvin")
boltzmann = constants.k / constants.e
gain = np.exp(activation / boltzmann * (1 / kelvin - 1 / (kelvin + 1)))
print(f"activation energy {activation} eV, bake 1 K hotter: "
      f"front moves {s * (np.sqrt(gain) - 1):.2f} nm")
print(f"D doubled: front = {2 * lam * np.sqrt(2 * D * bake):.2f} nm")
lateral = 30.0                 # nm
count = B * s * lateral**2
print(f"quencher spacing B^(-1/3) = {B**(-1/3):.2f} nm")
print(f"quenchers in {lateral:.0f} x {lateral:.0f} nm column to front = "
      f"{count:.0f}, Poisson noise {100 / np.sqrt(count):.1f} %")
print("checks complete")
```

Printed output:

```
GRID TESTS (cell width 1, D = 1, B = 1)
A/B=0.2: lambda law 0.3064, grid 0.3064; neutralized law 0.910, grid 0.910
A/B=1.0: lambda law 0.6201, grid 0.6201; neutralized law 0.681, grid 0.681
A/B=5.0: lambda law 1.0597, grid 1.0597; neutralized law 0.325, grid 0.325
A/B=0.1: lambda^2 root 0.04841, limit 0.04833
A/B=1e6: lambda^2 root 12.001, limit 11.951
Reservoir A0/B=2.6143: edge acid/B at t and 4t 1.0000, 1.0000
Mobile quencher r=0.1, A/B=1: lambda law 0.5934, grid 0.5935
10-90% quencher width/delta: law 3.447, grid 3.448
EXAMPLE: KrF resist bake, rough typical values
A = 0.02 nm^-3, B = 0.02 nm^-3, D = 10.0 nm^2/s
bake 60 s at 110 C
sqrt(D t) = 24.49 nm
lambda = 0.6201, erf(lambda) = 0.6195
front depth s = 30.38 nm
front depth at 15 s = 15.19 nm
front speed at end = 0.253 nm/s
small-A/B estimate sqrt(2ADt/B) = 34.64 nm
acid at 10 nm = 0.01267 nm^-3
acid at 20 nm = 0.00591 nm^-3
acid uptake = 0.892 nm^-2, neutralized 0.608 nm^-2
neutralized fraction = 0.681
net acid A0 in wide exposed region = 0.0523 nm^-3
NEGLECTED EFFECTS
capture radius 1.0 nm: k = 125.7 nm^3/s
delta = 1.99 nm, k A t = 151
finite rate: half-quencher depth = 29.86 nm
finite rate: consumed-quencher depth = 30.18 nm
10-90% width: full model 6.70 nm, slow-front law 6.88 nm
quencher mobility r=0.1: front = 29.07 nm
isolated exposed line 250 nm wide: front = 30.38 nm
isolated exposed line 50 nm wide: front = 29.68 nm
activation energy 1.0 eV, bake 1 K hotter: front moves 1.22 nm
D doubled: front = 42.96 nm
quencher spacing B^(-1/3) = 3.68 nm
quenchers in 30 x 30 nm column to front = 547, Poisson noise 4.3 %
checks complete
```
